# Does a soft zone-boundary phonon raise the static permittivity?

**Question.** I am looking at a high-k oxide for a gate stack. When I change the strain in my lattice calculation, one phonon at the zone boundary drops towards zero frequency. The lattice part of the static permittivity is a sum of terms in $1/\omega^2$, so I expected it to grow strongly, but it hardly moves. Is my calculation wrong? If symmetry is the reason, how does the proof go, and does it survive a strong field, room temperature, a phase transition and a small grain?

**Answer.** Your calculation can be right. The factor $1/\omega^2$ says how easily a mode gives way when it is pushed. The permittivity also depends on whether a uniform field pushes it, and for a zone-boundary mode it does not.

### What the sum contains

I use atomic units in the algebra and take all quantities along one field direction. Let a periodic crystal have $N$ cells of volume $V$, and let the force constants be those at fixed macroscopic field $\mathcal E$. In mass-weighted normal coordinates $Q_m$ the harmonic energy is

$$U=\sum_m\left(\tfrac12\omega_m^2Q_m^2-z_m\mathcal E\,Q_m\right),$$

where $z_m$ is the change of the total dipole per unit $Q_m$. Setting $\partial U/\partial Q_m=0$ gives $Q_m=z_m\mathcal E/\omega_m^2$. The lattice polarization is $\sum_m z_mQ_m/(NV)$, and since $\varepsilon=1+4\pi P/\mathcal E$, with the electronic part collected in $\varepsilon_\infty$,

$$\varepsilon=\varepsilon_\infty+\frac{4\pi}{NV}\sum_m\frac{z_m^2}{\omega_m^2}.$$

A small denominator matters if its numerator is not zero.

### The symmetry proof

Write the displacement of atom $i$ in the cell at $\mathbf R'$ as

$$\mathbf d_i(\mathbf R')=\sum_{\mathbf q}Q_{\mathbf q}\,\mathbf e_i(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R'}.$$

Now shift the whole pattern by a lattice vector $\mathbf R$. The new displacement at $\mathbf R'$ is the old one at $\mathbf R'-\mathbf R$, so $Q_{\mathbf q}\to e^{-i\mathbf q\cdot\mathbf R}Q_{\mathbf q}$.

The polarization of a periodic insulator is defined up to a constant quantum, but its change along a continuous path of displacements is unambiguous. Shifting the entire path by $\mathbf R$ moves the same charges through the same distances, so this change $\Delta P$ is the same. To first order $\Delta P=\sum_{\mathbf q}Z_{\mathbf q}Q_{\mathbf q}$. Equating the coefficients before and after the shift gives

$$Z_{\mathbf q}=e^{-i\mathbf q\cdot\mathbf R}Z_{\mathbf q}\quad\text{for every }\mathbf R .$$

If $\mathbf q$ is not a reciprocal-lattice vector, some $\mathbf R$ makes the phase differ from 1, and then $Z_{\mathbf q}=0$. For a mode that alternates from cell to cell the phase is $-1$, so $Z=-Z$.

The potential $-\boldsymbol{\mathcal E}\cdot\mathbf r$ is not periodic, but the force it exerts on equivalent atoms is the same in every cell. Equal forces do no net work on a pattern whose sum over cells is zero.

The argument also covers higher powers of the field. As long as the crystal stays insulating and keeps its lattice period in the field, its energy relative to $Q=0$ is unchanged by the shift. A term $\mathcal E^nQ_{\mathbf q}$ would acquire the phase $e^{-i\mathbf q\cdot\mathbf R}$, so its coefficient vanishes for each $n$. A term $\mathcal E^2|Q_{\mathbf q}|^2$ is allowed, because the phases cancel.

Inversion symmetry was not used. To see this with electrons included, take a tight-binding ring of ten cells, 4 angstrom each, with two unequally spaced atoms per cell. The site energies are $\pm2$ eV and the hopping is $-1.5\,e^{-(d-2)}$ eV for a distance $d$ in angstrom. Each cell has two electrons and two ions of charge $+1$. With the dipole taken from the many-electron position phase, moving all cations together gives 2.01 $e$ per cell. Moving them alternately gives zero to the eight decimals computed. Raising one anion level by 1 eV destroys the translation symmetry, and the alternating pattern then carries about 0.07 $e$ for the whole ring. The single phase on ten cells gives 0.072; repeating the ten-cell block and converging in wavevector gives 0.074, while the 2.01 is unchanged to the digits shown.

### A row in which the two modes can be tuned separately

Consider a row of cations $u_n$ and anions $v_n$ with charges $\pm Z$. The row lies in the film plane and the ions move along the gate field. Springs $k$ join each cation to its two anion neighbours; $k_c$ and $k_a$ join neighbouring ions of the same kind:

$$U=\sum_n\Big[\tfrac k2(u_n-v_n)^2+\tfrac k2(u_n-v_{n-1})^2+\tfrac{k_c}2(u_{n+1}-u_n)^2+\tfrac{k_a}2(v_{n+1}-v_n)^2\Big].$$

*Zone centre.* All cells move alike, so the like-ion springs are not stretched. With $p=u-v$, each ion feels two springs $k$:

$$\mu\ddot p=-2kp+Z\mathcal E,\qquad \omega_\Gamma^2=\frac{2k}{\mu},$$

where $\mu$ is the reduced mass. At rest $p=Z\mathcal E/2k$, the polarization is $Zp/V$, and

$$\varepsilon=\varepsilon_\infty+\frac{4\pi Z^2}{2kV}.$$

*Zone boundary.* Let the anions alternate, $v_n=(-1)^nv$. The two anions next to a cation pull it in opposite directions, so the cations stay at rest. Each anion feels $-2kv_n$ from the cations and $-k_a(2v_n-v_{n+1}-v_{n-1})=-4k_av_n$ from the other anions. Hence

$$\omega_b^2=\frac{\kappa}{m_a},\qquad \kappa=2k+4k_a .$$

Lowering $k_a$ to $-k/2$ takes $\omega_b$ to zero, while $\varepsilon$ does not contain $k_a$.

This limit is reached before the row fails elsewhere if $k_c>0>k_a$. With $y=1-\cos qa$, where $a$ is the cell length, the determinant of the $2\times2$ force matrix is

$$4(k+k_cy)(k+k_ay)-2k^2(2-y)=y\left[2k^2+4k(k_c+k_a)+4k_ck_ay\right].$$

The bracket falls linearly with $y$, so it is smallest at the boundary, $y=2$. There it equals $2(k+2k_c)(k+2k_a)$, which first vanishes at $k_a=-k/2$.

### Numbers

Take $Z=5$, $V=32$ angstrom³, $\varepsilon_\infty=4.5$, $k=4$ and $k_c=1$ eV/angstrom², with masses of 180 and 32 u. Then $4\pi Z^2/V=141.4$ eV/angstrom², and

$$\varepsilon=4.5+\frac{141.4}{8}=22.2 .$$

Hold everything except $k_a$ fixed. Going from $k_a=0$ to $-1.9$ eV/angstrom² lowers $\kappa$ from 8 to 0.4 eV/angstrom² and the boundary phonon from 0.032 to 0.0072 eV. The polar phonon stays at 0.035 eV and $\varepsilon$ stays at 22.2.

For contrast, set $k_a=0$ and lower $k$ until the *polar* mode has the energy 0.0072 eV. This needs $2k/\mu=0.4/m_a$. With $\mu=27.17$ u, $2k=0.3396$ eV/angstrom², and $\varepsilon=4.5+141.4/0.3396\approx421$. The two soft modes have the same frequency but different charges.

A mode at the zone centre is not automatically polar either. If the crystal has an inversion centre and the mode is even under it, inversion keeps $Q$ and reverses $P$. Then $Z=-Z=0$ again.

### Indirect effects of the soft mode

The proof removes the linear coupling. Anharmonic terms can still let the soft mode alter the stiffness of the polar one. Let $w_R=u_n-v_n$ and $w_L=u_n-v_{n-1}$, and add to each cell

$$\tfrac h3(w_R^3-w_L^3)+\tfrac g4(w_R^4+w_L^4).$$

The minus sign respects inversion about a cation, which exchanges the two bonds and reverses the displacements. In an isolated straight row $h$ would be zero for this motion perpendicular to the row, because reversing all displacements would leave the energy unchanged. A nonzero $h$ stands for the effect of surroundings that lack this symmetry. Insert a uniform part $p$ and alternating parts $s$ and $v$, with $\sigma=(-1)^n$:

$$w_R=p+\sigma(s-v),\qquad w_L=p+\sigma(s+v).$$

Terms odd in $\sigma$ cancel between neighbouring cells. The cubic part leaves $hp[(s-v)^2-(s+v)^2]=-4hpsv$. Expanding the fourth powers in the same way gives the energy per cell

$$\begin{aligned}f={}&kp^2+(k+2k_c)s^2+\tfrac\kappa2v^2-4hpsv-Z\mathcal Ep\\&+\tfrac g2(p^4+s^4+v^4)+3g(p^2s^2+p^2v^2+s^2v^2).\end{aligned}$$

I take $h=1.5$ eV/angstrom³ and $g=5$ eV/angstrom⁴.

**Strong field.** The field creates $p$ but exerts no force on $v$ at $s=v=0$. It does change the stiffness of $v$. The second derivative in $v$ at fixed $s$ is $\kappa+6gp^2$. Letting $s$ relax subtracts the squared cross term $4hp$ divided by the stiffness of $s$:

$$\kappa(\mathcal E)=\kappa+6gp^2-\frac{(4hp)^2}{2k+4k_c+6gp^2}.$$

At 1 MV/cm, which is 0.01 V/angstrom, $p=5\times0.01/8=0.00625$ angstrom. For $\kappa=0.4$ eV/angstrom² the stiffness rises by 0.26% of its zero-field value.

**After the transition.** If $\kappa<0$, the anions settle at zero temperature into an alternating pattern. With $p=s=0$, $\partial f/\partial v=\kappa v+2gv^3=0$ gives $v_0^2=-\kappa/2g$. The cell has doubled, a shift by one old cell is no longer a symmetry, and the old boundary point has become a zone centre. The proof must be applied afresh to the new cell.

In this model $\partial^2f/\partial p\,\partial v=12gpv-4hs$ vanishes at $p=s=0$, so the amplitude of the pattern still has no charge. But $\partial^2f/\partial p\,\partial s=-4hv_0$ does not vanish: the alternating cation motion now responds to the field through $p$. Eliminating $s$ gives the polar stiffness

$$K=2k+6gv_0^2-\frac{(4hv_0)^2}{2k+4k_c+6gv_0^2}.$$

For $k_a=-2.1$ eV/angstrom², $\kappa=-0.4$ eV/angstrom² and $v_0=0.2$ angstrom. Then $K=8+1.2-1.44/13.2=9.09$ eV/angstrom², and $\varepsilon=4.5+141.4/9.09=20.1$. Here condensation lowers the permittivity. The last term of $K$ works in the other direction, but it cannot be made to win here simply by raising $h$. With the other parameters fixed, an $h$ large enough for that term to exceed $6gv_0^2$ makes the alternating pattern itself unstable.

These are zero-temperature results. The pattern lowers the energy by only $\kappa^2/8g=0.004$ eV per cell, while $k_BT$ is 0.026 eV at 300 K, and a single row with short-range forces has no long-range order at any finite temperature. In a crystal, coupling between rows can keep the pattern ordered up to a transition temperature, which this row cannot predict.

**Temperature.** The classical vibrational free energy is $\tfrac12k_BT\ln\det H$ plus a part that does not depend on $p$, where $H$ is the force-constant matrix without the free translation. A uniform $p$ changes the bond stiffnesses to $k\pm2hp+3gp^2$. To first order in $T$ the polar stiffness per cell therefore changes by

$$\delta K=\frac{k_BT}{2N}\left[\mathrm{tr}(H^{-1}H'')-\mathrm{tr}(H^{-1}H'H^{-1}H')\right],$$

with primes for derivatives in $p$ at $p=0$. The first term comes from $g$ and stiffens the polar mode when $g>0$. The second comes from $h$ and softens it. Evaluated numerically on a ring of 120 cells at 300 K, they are $+0.16$ and $-0.01$ eV/angstrom² for $k_a=0$, and $+0.74$ and $-0.07$ eV/angstrom² for $k_a=-1.9$ eV/angstrom². The permittivities become 21.8 and 20.8.

To this order, then, the soft modes at and near the boundary do affect $\varepsilon$ at finite temperature in this model, and lower it. The second figure is only a rough indication, because first order fails close to the instability, where $H^{-1}$ becomes large. The quartic term is $6g\langle w^2\rangle$, the mean stiffening of the two bonds at an ion added together. It therefore adds the same amount to $\kappa=2k+4k_a$, of which the cubic term takes back a smaller part. For $k_a=-1.9$ eV/angstrom² the quartic addition is 0.74 eV/angstrom² on top of a $\kappa$ of only 0.4, so the soft mode itself is changed too much for a first-order result to be accurate. On a ring of 24 cells the classical value to all orders is 21.2 against 20.8 at first order, so first order overstates the drop by nearly half. For $k_a=0$ the addition is 0.16 on top of 8, and first order is adequate. Both figures are for a single row, and coupling between rows would change them. The ring also forbids a uniform shear of the row; if that shear could relax, the cubic term would soften the polar mode by a further 0.01 eV/angstrom² for $k_a=0$ and 0.10 for $k_a=-1.9$ eV/angstrom². Finally, phonons near 0.035 eV lie above $k_BT$, and quantum statistics raise the quartic term from 0.16 to 0.18 and from 0.74 to 0.75 eV/angstrom².

**Small grains.** An edge breaks translation symmetry, so alternating motion can acquire a net dipole. I clamped the ions outside a grain of $N$ cells and solved the harmonic force balance. With $k_a=-1.9$ eV/angstrom², the lattice part of the response exceeds its bulk value by 3.5% for 25 cells (10 nm), 0.87% for 100 and 0.43% for 200. With these clamped ends the excess falls as $1/N$. For 25 cells with $k_a=0$ it is 1.6%, so the grain, unlike the periodic row, does sense $k_a$. Only part of this change comes from the soft mode: modes of alternating character carry 2.5% of the bulk value for $k_a=0$ and 3.0% for $k_a=-1.9$ eV/angstrom², and $k_a$ also enters the stiffness against a slow shear of the row. Other edges can behave quite differently. If one or both ends of this row are free, the opposite forces on its end ions shear the whole row. The excess then does not vanish for large $N$: it tends to 67% for $k_a=0$ and to 182% for $k_a=-1.9$ eV/angstrom². For a row of whole cells, which ends in opposite ions, the bulk value therefore applies only if the surroundings prevent such a shear.

### What this means for a gate stack

The parameters are round values in the rough regime of a hafnia-class oxide, where a permittivity near 20 is typical; they do not constitute a calculation of hafnia. Cubic hafnia is a relevant case because its oxygen sublattice has a zone-boundary instability. The values of $h$, $g$ and the like-ion springs are illustrative. The field of 1 MV/cm is about a fifth of a rough breakdown field of 5 MV/cm, so the assumption of an insulating state is reasonable for the film.

A real stack also departs from the model through its interlayer. For 5 nm of the model oxide in series with 0.5 nm of a layer of permittivity 3.9, the thicknesses divided by permittivity add:

$$\varepsilon_{\rm stack}=\frac{5.5}{5/22.2+0.5/3.9}\approx15.6 .$$

That is a 30% reduction from the film value, larger than the thermal, field and clamped-grain effects found above. The interlayer also carries the higher field: with 1 MV/cm in the film it is $22.2/3.9\approx5.7$ MV/cm, so the breakdown limit of the interlayer has to be checked separately.

For your calculation, look at the mode's wavevector and its dipole per unit displacement before its frequency. If you use a supercell, a boundary mode may be listed at the supercell's zone centre. While the atoms still have the smaller period, its charge remains zero. Once they have moved into the doubled pattern, that charge has to be computed again.
